# Kubo–Greenwood conductivity from the linear response of independent electrons

A metal contains electrons that scatter from static disorder, and a weak, spatially uniform electric field acts along $x$. The problem is to find the conductivity from the one-electron states alone, without putting in a relaxation time.

Hartree atomic units are used, with electron charge $-1$. The electrons are independent, with one-electron Hamiltonian $h$, eigenstates $|n\rangle$ and energies $e_n$. The label $n$ includes spin unless stated otherwise. Before the field acts, the density matrix is $\rho_0=\sum_n f_n|n\rangle\langle n|$, with Fermi occupations $f_n=f(e_n)$. The sample volume is $\Omega$. The field $E$ is the total field inside the metal, and any further change that it causes in the effective potential is neglected. Write $O_{mn}=\langle m|O|n\rangle$ and $\omega_{mn}=e_m-e_n$.

## (a) How does the field enter the Hamiltonian and the current?

**Solution.** Describe the field by a uniform vector potential, $E=-dA/dt$. For charge $-1$ the momentum $p$ becomes $p+A$, which is the same as

$$h(A)=e^{-iAx}\,h\,e^{iAx},$$

because $e^{-iAx}pe^{iAx}=p+A$. Expanding the exponentials gives

$$h(A)=h-iA[x,h]-\tfrac12A^2[x,[x,h]]+\dots=h+Av+\tfrac12A^2w+\dots,$$

$$v=i[h,x],\qquad w=-[x,[x,h]].$$

The operator $v$ is the velocity, since it is the Heisenberg rate of change of $x$. With the field present, the velocity is

$$i[h(A),x]=e^{-iAx}ve^{iAx}=v-iA[x,v]+\dots$$

Here $[x,v]=i[x,[h,x]]=-i[x,[x,h]]=iw$, so the velocity is $v+Aw$ to first order. Charge $-1$ then gives the current density

$$j=-\frac1\Omega\,\mathrm{Tr}\,[\rho(v+Aw)].$$

For $h=p^2/2+V(x,y,z)$ one has $[x,h]=ip$ and $[x,ip]=-1$, hence $v=p$ and $w=1$. A nonlocal potential, such as a nonlocal pseudopotential, in general does not commute with $x$. It then contributes to $v$, and usually also to $w$, so $p$ may not replace $v$.

On a ring or in a periodic cell, $x$ is not a single-valued operator, but $h(A)$ is still defined. In a lattice model the amplitude for a hop by a distance $d$ along $x$ is multiplied by $e^{-iAd}$. Then $v$ and $w$ are the first and second derivatives of $h(A)$ at $A=0$.

## (b) What is the linear response at a complex frequency?

**Solution.** Let $A(t)=Ae^{-izt}$ with $z=\omega+i\eta$ and $\eta>0$, so that the field grows slowly from zero in the distant past. Then $E=-dA/dt=izA$. Put $\rho=\rho_0+\delta\rho$ in $i\dot\rho=[h(A),\rho]$ and keep first order:

$$i\,\delta\dot\rho=[h,\delta\rho]+A(t)[v,\rho_0].$$

Since $\delta\rho$ also varies as $e^{-izt}$, the left side is $z\,\delta\rho$. The matrix element between $\langle m|$ and $|n\rangle$ is

$$z\,\delta\rho_{mn}=\omega_{mn}\,\delta\rho_{mn}+A(f_n-f_m)v_{mn},$$

$$\delta\rho_{mn}=A\,\frac{(f_n-f_m)v_{mn}}{z-\omega_{mn}}.$$

The first-order current has two parts, $-\mathrm{Tr}(\delta\rho\,v)/\Omega$ and $-A\,\mathrm{Tr}(\rho_0w)/\Omega$. Any current already flowing in equilibrium is not part of the response. Because $v$ is Hermitian, $v_{mn}v_{nm}=|v_{mn}|^2$. With $W=\sum_nf_nw_{nn}$,

$$j=-\frac A\Omega\left[W+\sum_{nm}\frac{(f_n-f_m)|v_{mn}|^2}{z-\omega_{mn}}\right].$$

Division by $E=izA$, with $-1/i=i$, gives

$$\sigma(z)=\frac{i}{\Omega z}\left[W+\sum_{nm}\frac{(f_n-f_m)|v_{mn}|^2}{z-\omega_{mn}}\right].$$

## (c) What happens at zero frequency?

Separate the pole at $z=0$, and find the meaning of its coefficient.

**Solution.** Pairs of equal energy have $f_n=f_m$ and drop out. For the others,

$$\frac1{z(z-\omega_{mn})}=\frac1{\omega_{mn}}\left[\frac1{z-\omega_{mn}}-\frac1z\right].$$

Collecting the terms in $1/z$ gives

$$\sigma(z)=\frac i\Omega\left[\frac Dz+\sum_{nm}\frac{f_n-f_m}{\omega_{mn}}\frac{|v_{mn}|^2}{z-\omega_{mn}}\right],$$

$$D=W-\sum_{nm}\frac{f_n-f_m}{\omega_{mn}}|v_{mn}|^2.$$

To interpret $D$, exchange the labels in the term with $f_m$. Since $\omega_{nm}=-\omega_{mn}$, that term equals the one with $f_n$, and

$$D=\sum_nf_n\left[w_{nn}-2\sum_{m\ne n}\frac{|v_{mn}|^2}{\omega_{mn}}\right].$$

Second-order perturbation theory for $h+Av+A^2w/2$ gives the coefficient of $A^2$ in a nondegenerate level as $w_{nn}/2-\sum_{m\neq n}|v_{mn}|^2/\omega_{mn}$. The bracket is twice this, so

$$D=\sum_nf_n\left.\frac{d^2e_n}{dA^2}\right|_{A=0}$$

at fixed occupations. For a degenerate group, whose members are equally occupied, the pairs inside the group are left out of the sum over $m$, and the same result holds for the sum of its levels. Thus $D$ measures how the levels bend under a uniform vector potential. In a sample with open ends, $e^{-iAx}$ is a legitimate unitary transformation, the levels do not depend on $A$, and $D=0$.

A ring of eight sites, holding spinless electrons, shows the difference. It has unit spacing, hopping strengths 1 and 0.2 hartree to first and second neighbours, random site energies, chemical potential zero and $kT=0.30$ hartree. Its unperturbed $h$ already contains a constant vector potential of 0.1 atomic units, which gives the hops fixed phases, and $A$ is measured from that value. Diagonalization gives $W=5.4616$, and the velocity sum gives $D=2.6852$. Central finite differences of the levels with respect to $A$ also give $D=2.6852$. Cutting the ring open, with the same site energies, gives $W=4.8213$ and a $D$ that vanishes to rounding.

The response can also be followed in time. A weak pulse $E=\kappa\delta(t)$ shifts $A$ by $-\kappa$. The density matrix is then propagated with the full $h(A)$, and $\sigma(z)=\kappa^{-1}\int_0^\infty j(t)e^{izt}dt$, where $j$ is the induced current. At $z=0.80+0.15i$ hartree both this integral and the formula give $0.3413+0.8044i$ in one-dimensional atomic units.

## (d) Which transitions absorb energy at a real frequency?

**Solution.** Let $\eta\to0^+$ and use

$$\frac1{\omega-\omega_{mn}+i\eta}\to\mathcal P\frac1{\omega-\omega_{mn}}-i\pi\delta(\omega-\omega_{mn}).$$

The prefactor $i$ makes the delta-function part real, while the principal value stays imaginary. The real part has the sign of its coefficient: $D$ can be negative in a finite ring, whereas the coefficients of the other terms are never negative. Hence

$$\mathrm{Re}\,\sigma(\omega)=\frac{\pi D}\Omega\delta(\omega)+\frac\pi\Omega\sum_{nm}\frac{f_n-f_m}{\omega_{mn}}|v_{mn}|^2\delta(\omega-\omega_{mn}).$$

For $\omega>0$ the first term is absent, and the delta function allows $\omega_{mn}$ to be replaced by $\omega$:

$$\boxed{\mathrm{Re}\,\sigma(\omega)=\frac{\pi}{\Omega\omega}\sum_{nm}(f_n-f_m)|v_{mn}|^2\delta(e_m-e_n-\omega)}$$

This is the Kubo–Greenwood formula. Every term is nonnegative, because $e_m>e_n$ implies $f_n\ge f_m$.

The golden rule shows its physical meaning. For $A(t)=A_0\cos\omega t$, the part of the perturbation that raises the energy is $(A_0/2)ve^{-i\omega t}$. The rate from $n$ to $m$ is $2\pi(A_0^2/4)|v_{mn}|^2\delta(\omega_{mn}-\omega)$. Upward minus downward transitions carry the factor $f_n(1-f_m)-f_m(1-f_n)=f_n-f_m$, and each net transition absorbs $\omega$. The absorbed power per volume is therefore

$$P=\frac{\pi\omega A_0^2}{2\Omega}\sum_{nm}(f_n-f_m)|v_{mn}|^2\delta(\omega_{mn}-\omega).$$

With field amplitude $E_0=\omega A_0$, equating $P$ to $\tfrac12\mathrm{Re}\,\sigma\,E_0^2$ gives the boxed formula again.

Integration of $\mathrm{Re}\,\sigma$ over all positive and negative frequencies gives

$$\int_{-\infty}^{\infty}\mathrm{Re}\,\sigma\,d\omega=\frac\pi\Omega\left[D+\sum_{nm}\frac{f_n-f_m}{\omega_{mn}}|v_{mn}|^2\right]=\frac{\pi W}\Omega.$$

The zero-frequency term and the absorption thus share a fixed total weight. For $h=p^2/2+V(x,y,z)$, where $w=1$, $W$ is the number of electrons; in a lattice model it generally is not.

## (e) What is the static conductivity?

**Solution.** Write the energy condition as

$$\delta(e_m-e_n-\omega)=\int dE\,\delta(E-e_n)\,\delta(E+\omega-e_m).$$

The delta functions fix $f_n=f(E)$ and $f_m=f(E+\omega)$, so

$$\mathrm{Re}\,\sigma(\omega)=\frac\pi\Omega\int dE\,\frac{f(E)-f(E+\omega)}\omega\sum_{nm}|v_{mn}|^2\delta(E-e_n)\delta(E+\omega-e_m).$$

First let the sample become infinite. Assume that the double sum per volume then becomes a smooth function of $E$ and $\omega$, and that $D/\Omega\to0$. Now let $\omega\to0$. The difference quotient becomes $-f'(E)$, and

$$\sigma_{\rm dc}=\frac\pi\Omega\int dE\,[-f'(E)]\sum_{nm}|v_{mn}|^2\delta(E-e_n)\delta(E-e_m).$$

At zero temperature $-f'$ becomes a delta function at the chemical potential, and only states at the Fermi energy count.

The order of limits matters. A finite sample has discrete levels, and it absorbs nothing at positive frequencies below its smallest level difference. In a finite calculation the frequency itself should therefore lie above the mean level spacing. The frequency window should hold many transitions, counted over all samples, yet be narrower than the scale on which $\mathrm{Re}\,\sigma$ varies.

A perfect crystal violates the assumptions. Take a lattice model that has one band only, partly filled. There $v$ is diagonal in the Bloch states, no transition occurs at $\omega>0$, and $D=W$. All the absorption sits in the delta function at zero frequency, and no finite static conductivity exists. At other real frequencies the response is purely imaginary, $\sigma=iD/(\Omega\omega)$. In a crystal with several bands, $v$ also connects different bands at the same wavevector. Interband transitions then take part of the weight and $D<W$, but the delta function at zero frequency remains as long as a band is partly filled.

## (f) What does weak disorder predict?

Take a simple cubic lattice with spacing $a$, one orbital per site and nearest-neighbour hopping amplitude $-t$. The site energies are independent, with mean zero and variance $s^2$. Estimate the conductivity to lowest order in the disorder. From here on, state labels exclude spin, which enters as a factor 2.

**Solution.** The clean band is $\varepsilon_{\mathbf k}=-2t(\cos k_xa+\cos k_ya+\cos k_za)$, with $v_x=2ta\sin k_xa$. For $N_s$ sites with energies $u_{\mathbf r}$, the scattering element is $N_s^{-1}\sum_{\mathbf r}u_{\mathbf r}e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}$. Cross terms average to zero, which leaves a mean square $s^2/N_s$. The golden rule gives

$$\frac1\tau=2\pi\sum_{\mathbf k'}\frac{s^2}{N_s}\delta(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k'})=2\pi s^2N,$$

where $N$ is the density of states per site and spin. The mean square scattering element is the same for every final state, so $\mathbf k'$ and $-\mathbf k'$ are equally likely, and scattered electrons carry no average velocity.

The field changes $k_x$ at the rate $-E$. With $\partial f/\partial k_x=f'v_x$, the change $\delta f$ of the occupation at frequency $\omega$ obeys

$$-i\omega\,\delta f-Ef'v_x=-\frac{\delta f}\tau,\qquad \delta f=\frac{\tau Ef'v_x}{1-i\omega\tau}.$$

There is no scattering-in term, because $\delta f$ is odd in $k_x$ and averages to zero over the energy surface. From $j=-(2/\Omega)\sum_{\mathbf k}v_x\delta f$ and $\Omega=N_sa^3$,

$$\mathrm{Re}\,\sigma=\frac{\sigma_0}{1+\omega^2\tau^2},\qquad\sigma_0=\frac{2\tau}{a^3}\langle-f'v_x^2\rangle,$$

where the brackets denote the mean over $\mathbf k$. This Drude form treats $\tau$ as constant over the energies involved.

Choose round model parameters: $t=0.020$ hartree, $a=5.0$ bohr, $kT=0.0010$ hartree, the chemical potential at the band centre, and site energies uniform over a full width of 0.060 hartree. Then $s^2=0.060^2/12=3.0\times10^{-4}$ hartree². A sum over a fine $\mathbf k$ mesh gives $N=\langle-f'\rangle=7.134$ per hartree and $\langle-f'v_x^2\rangle=0.1670$. Therefore

$$\frac1\tau=2\pi(3.0\times10^{-4})(7.134)=0.01345\ \text{hartree},$$

or $\tau=74.4$ atomic units (1.80 fs), and

$$\sigma_0=\frac{2(74.36)(0.1670)}{5.0^3}=0.199.$$

The root-mean-square speed times $\tau$ is a mean free path of 19.7 bohr, about four lattice spacings.

## (g) What do the actual eigenstates give?

Evaluate the Kubo–Greenwood formula for this model in finite samples.

**Solution.** Five disordered samples of 1000 sites are diagonalized. Each is periodic up to random boundary phases, which shift the allowed wavevectors. The delta functions are averaged over a frequency window of width $\Delta$:

$$\bar\sigma=\frac{2\pi}{\Omega\Delta}\sum_{\omega_{mn}\in\Delta}\frac{f_n-f_m}{\omega_{mn}}|v_{mn}|^2.$$

No relaxation time enters; the disorder acts through the eigenstates and energies. The width is $\Delta=0.0020$ hartree. This is about 13 times the mean level spacing, $1.51\times10^{-4}$ hartree, and well below $1/\tau$. The results in atomic units are given with the standard error over the five samples; so few samples fix that error itself only to within about a third:

| Window centre (hartree) | $\bar\sigma$ | Drude |
|---|---|---|
| 0.002 | 0.198 ± 0.008 | 0.194 |
| 0.006 | 0.170 ± 0.003 | 0.166 |
| 0.012 | 0.120 ± 0.002 | 0.111 |
| 0.020 | 0.065 ± 0.001 | 0.062 |

The conductivity falls on the frequency scale $1/\tau$, as the Drude form predicts. In the lowest window the two values differ by 2%, less than the standard error. At 0.012 hartree the eigenstate result is 8% above the Drude value, which is more than the sample scatter. Five samples do not show that the excess depends on frequency: all four rows lie within two standard errors of a uniform excess of about 5%. The sample edge, 50 bohr, is only 2.5 mean free paths. The Drude value is only of lowest order in the disorder, but these data do not isolate the cause of the difference.

The static formula of part (e) can be applied to the same samples. The condition $e_m=e_n$ is smeared by a Gaussian of standard deviation 0.0020 hartree, $-f'$ is taken at the mean energy of the pair, and the terms $n=m$ are left out, since they do not occur in the sum at $\omega>0$. This gives 0.192, which is 3% below the lowest window.

A window from zero to 0.3 level spacings gives roughly 0.02, about a tenth of the value in the lowest window of the table. Only a few pairs of levels contribute, so this number is uncertain, but the drop is clear: at such low frequencies the finite samples absorb far less than at frequencies above the level spacing. Repulsion between neighbouring levels is a plausible cause, but it was not isolated here.

The atomic unit of conductivity is $4.600\times10^6$ S/m. The lowest window therefore corresponds to

$$\sigma=0.1979\times4.600\times10^6=9.1\times10^5\ \text{S/m},\qquad\rho=\frac1\sigma\approx110\ \mu\Omega\,\text{cm},$$

with a standard error of about 4%. This is the resistivity of the model at one sample size and a small finite frequency. It contains static disorder alone: lattice vibrations and scattering between electrons are left out.
